# Steady populations and bond-breaking rate of a truncated harmonic ladder: test program

```python
"""Bond breaking by climbing a truncated harmonic ladder, levels n = 0..N.

Rates: n -> n+1 is (n+1)*u, n+1 -> n is (n+1)*d, and level N exits at rate k.
With r = u/d, the closed ladder has p[n+1]/p[n] = r.  The open ladder has
breaking rate R ~ r**N * k/(1 + k/(N*d)) for small r at fixed k/d.
If exit is the next ladder step, k = (N+1)*u, then R ~ (N+1)*u*r**N.
R is the inverse mean lifetime of a bond that starts in its ground level.
Bath: decay rate gamma and occupation n_B; electrons: coefficient s up and down.
"""
import numpy as np
from mpmath import mp, mpf
from scipy.linalg import expm
from scipy.constants import k as boltzmann, e as charge

mp.dps = 60


def loss_matrix(N, u, d, k):
    """Matrix A in dp/dt = -A p, built directly from the elementary rates."""
    A = mp.zeros(N + 1, N + 1)
    for n in range(N):
        up, down = (n + 1) * u, (n + 1) * d
        A[n, n] += up
        A[n + 1, n] -= up
        A[n + 1, n + 1] += down
        A[n, n + 1] -= down
    A[N, N] += k
    return A


def solved_rate(N, u, d, k):
    """Inverse mean lifetime from the linear equations for exit times."""
    times = mp.lu_solve(loss_matrix(N, u, d, k).T, mp.ones(N + 1, 1))
    return 1 / times[0]


def solved_steady(N, u, d, k):
    """Normalized steady populations; broken bonds restart in level 0."""
    A = loss_matrix(N, u, d, k)
    A[0, N] -= k
    for n in range(N + 1):
        A[0, n] = mpf(1)
    rhs = mp.zeros(N + 1, 1)
    rhs[0] = 1
    sol = mp.lu_solve(A, rhs)
    return [sol[n] for n in range(N + 1)]


def formula_lifetime(N, u, d, k):
    r = u / d
    Z = [sum(r**j for j in range(m + 1)) for m in range(N + 1)]
    return Z[N] / (k * r**N) + sum(Z[m] / ((m + 1) * u * r**m) for m in range(N))


def leading_general(N, u, d, k):
    return (u / d)**N * k / (1 + k / (N * d))


def leading_next(N, u, d):
    return (N + 1) * u * (u / d)**N


def relative(a, b):
    return abs(a / b - 1)


# Oscillator matrix elements from a grid diagonalization (hbar = m = omega = 1)
step = 0.2
index = np.arange(-60, 61)
x = step * index
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2) / step**2
energy, states = np.linalg.eigh(kinetic + np.diag(x**2 / 2))
X = states.T @ (x[:, None] * states)
for n in range(11):
    assert abs(X[n + 1, n]**2 - (n + 1) / 2) < 1e-7
    assert abs(X[n + 2, n]) < 1e-7

# Parameters of the worked example
quantum_eV, barrier_eV, temperature = mpf('0.25'), mpf('2.6'), mpf(300)
gamma, s = mpf(10)**9, mpf(5) * 10**7
N = int(mp.floor(barrier_eV / quantum_eV))
kT_eV = mpf(boltzmann) * temperature / mpf(charge)
n_B = 1 / mp.expm1(quantum_eV / kT_eV)


def coefficients(source, occupation=n_B):
    return gamma * occupation + source, gamma * (occupation + 1) + source


u, d = coefficients(s)
r = u / d
k = (N + 1) * u
T_eff = quantum_eV * mpf(charge) / (mpf(boltzmann) * mp.log(1 / r))

# Closed ladder: every population ratio equals r
closed = solved_steady(N, u, d, mpf(0))
for n in range(N):
    assert relative(closed[n + 1] / closed[n], r) < mpf(10)**-25
assert relative(closed[0], (1 - r) / (1 - r**(N + 1))) < mpf(10)**-25

# Open ladder: population profile, flux and lifetime
exact = solved_rate(N, u, d, k)
opened = solved_steady(N, u, d, k)
assert relative(k * opened[N], exact) < mpf(10)**-20
for n in range(N + 1):
    bracket = 1 / (k * r**N) + sum(1 / ((m + 1) * u * r**m) for m in range(n, N))
    assert relative(opened[n], exact * r**n * bracket) < mpf(10)**-20
top_ratio = opened[N] / opened[N - 1]
assert relative(top_ratio, N * u / (N * d + k)) < mpf(10)**-20
for exit_rate in (k, gamma / 100, 3 * gamma):
    assert relative(1 / formula_lifetime(N, u, d, exit_rate),
                    solved_rate(N, u, d, exit_rate)) < mpf(10)**-20

# Leading rate for slow, comparable and very fast exit, at small r
small = mpf(10)**-4
for exit_rate in (mpf('0.01'), mpf(3), mpf(10)**6):
    assert relative(leading_general(6, small, mpf(1), exit_rate),
                    solved_rate(6, small, mpf(1), exit_rate)) < 5e-4
assert relative(solved_rate(6, small, mpf(1), mpf(10)**6),
                6 * small * small**5) < 5e-4

# First correction for next-rung exit
for levels in (3, N):
    deficit = 1 - (solved_rate(levels, small, mpf(1), (levels + 1) * small)
                   / leading_next(levels, small, mpf(1)))
    assert abs(deficit / small - mpf(2 * levels + 1) / levels) < 1e-3

# Decay eigenvalues of the unreplenished ladder
eigenvalues = sorted(mp.re(v) for v in
                     mp.eig(loss_matrix(N, u, d, k), left=False, right=False))
assert relative(eigenvalues[0], exact) < 1e-8
assert relative(eigenvalues[1], gamma) < 1e-6

# Survival is nearly exponential when breaking is rare
A_small = np.array(loss_matrix(4, mpf('0.1'), mpf(1), mpf('0.5')).tolist(), dtype=float)
mean_time = float(1 / solved_rate(4, mpf('0.1'), mpf(1), mpf('0.5')))
for multiple in (0.5, 1.0, 2.0):
    survival = expm(-A_small * multiple * mean_time)[:, 0].sum()
    assert abs(survival - np.exp(-multiple)) < 1e-3


def exponent(source, occupation, fixed_exit=None):
    """Logarithmic slope of the solved rate with respect to the source."""
    h = mpf(10)**-8
    logs = []
    for factor in (mp.exp(h), mp.exp(-h)):
        a, b = coefficients(source * factor, occupation)
        exit_rate = (N + 1) * a if fixed_exit is None else fixed_exit
        logs.append(mp.log(solved_rate(N, a, b, exit_rate)))
    return (logs[0] - logs[1]) / (2 * h)


weak_next = exponent(gamma * small, mpf(0))
weak_fixed = exponent(gamma * small, mpf(0), gamma)
assert abs(weak_next - (N + 1)) < 3e-3
assert abs(weak_fixed - N) < 3e-3
local = exponent(s, n_B)

# Thermal bath alone
u_th, d_th = coefficients(mpf(0))
thermal = solved_rate(N, u_th, d_th, (N + 1) * u_th)
assert relative(leading_next(N, u_th, d_th), thermal) < 1e-3

lead = leading_next(N, u, d)
first_order = lead * (1 - r * mpf(2 * N + 1) / N)
assert abs(first_order / exact - 1) < abs(lead * (1 - r) / exact - 1)


def show(label, value, unit="", digits=5):
    print(f"{label}: {float(value):.{digits}g} {unit}".rstrip())


show("vibrational quantum", quantum_eV, "eV")
show("barrier above ground level", barrier_eV, "eV")
show("top bound level N", N)
show("temperature", temperature, "K")
show("bath decay rate gamma", gamma, "1/s")
show("electron coefficient s", s, "1/s")
show("bath occupation n_B", n_B)
show("upward coefficient u", u, "1/s", 6)
show("downward coefficient d", d, "1/s", 6)
show("ratio r = u/d", r)
show("effective temperature T*", T_eff, "K")
show("closed-ladder population of level 0", closed[0])
show("closed-ladder population of level N", closed[N])
show("open-ladder population of level N", opened[N])
show("open-ladder ratio p1/p0", opened[1] / opened[0])
show("open-ladder ratio pN/p(N-1)", top_ratio)
show("exit rate k = (N+1)u", k, "1/s")
show("leading breaking rate", lead, "1/s")
show("leading rate times (1-r)", lead * (1 - r), "1/s")
show("rate with full first correction", first_order, "1/s")
show("exact ladder breaking rate", exact, "1/s")
show("leading/exact rate", lead / exact)
show("exact ladder mean lifetime", 1 / exact, "s")
show("exact ladder mean lifetime", 1 / exact / 3600, "h")
show("slowest decay eigenvalue", eigenvalues[0], "1/s")
show("second decay eigenvalue", eigenvalues[1], "1/s")
show("thermal-only ratio r", u_th / d_th)
show("thermal-only breaking rate", thermal, "1/s")
show("local exponent dlnR/dlns", local)
show("weak-source exponent, next-rung exit", weak_next, "", 6)
show("weak-source exponent, fixed exit k=gamma", weak_fixed, "", 6)
print("scan: s/gamma, r, leading (1/s), exact (1/s), leading/exact")
for fraction in ('0.01', '0.05', '0.2', '1'):
    a, b = coefficients(mpf(fraction) * gamma)
    approx, true = leading_next(N, a, b), solved_rate(N, a, b, (N + 1) * a)
    assert approx > true
    print(f"  {fraction}, {float(a/b):.5f}, {float(approx):.4e}, "
          f"{float(true):.4e}, {float(approx/true):.4f}")
print("every check passed")
```

Printed output:

```
vibrational quantum: 0.25 eV
barrier above ground level: 2.6 eV
top bound level N: 10
temperature: 300 K
bath decay rate gamma: 1e+09 1/s
electron coefficient s: 5e+07 1/s
bath occupation n_B: 6.3127e-05
upward coefficient u: 5.00631e+07 1/s
downward coefficient d: 1.05006e+09 1/s
ratio r = u/d: 0.047676
effective temperature T*: 953.28 K
closed-ladder population of level 0: 0.95232
closed-ladder population of level N: 5.7784e-14
open-ladder population of level N: 5.4752e-14
open-ladder ratio p1/p0: 0.047676
open-ladder ratio pN/p(N-1): 0.045301
exit rate k = (N+1)u: 5.5069e+08 1/s
leading breaking rate: 3.3415e-05 1/s
leading rate times (1-r): 3.1822e-05 1/s
rate with full first correction: 3.0069e-05 1/s
exact ladder breaking rate: 3.0152e-05 1/s
leading/exact rate: 1.1082
exact ladder mean lifetime: 33166 s
exact ladder mean lifetime: 9.2127 h
slowest decay eigenvalue: 3.0152e-05 1/s
second decay eigenvalue: 1e+09 1/s
thermal-only ratio r: 6.3123e-05
thermal-only breaking rate: 6.9726e-37 1/s
local exponent dlnR/dlns: 10.41
weak-source exponent, next-rung exit: 10.9988
weak-source exponent, fixed exit k=gamma: 9.9989
scan: s/gamma, r, leading (1/s), exact (1/s), leading/exact
  0.01, 0.00996, 1.0665e-12, 1.0443e-12, 1.0213
  0.05, 0.04768, 3.3415e-05, 3.0152e-05, 1.1082
  0.2, 0.16671, 3.6491e+01, 2.4818e+01, 1.4704
  1, 0.50002, 1.0746e+07, 2.3790e+06, 4.5171
every check passed
```
